# Why polar hafnia has eight internal coordinates

## 1. The symmetry argument

Polar hafnia, HfO$_2$ in the space group $Pca2_1$, has four operations besides lattice translations: the identity, a screw rotation and two glide reflections. Each of the last three moves every point by half a cell length along a direction that its rotation or reflection leaves unreversed. Nothing can cancel that half step, so no point stays where it is.

This fixes the form of the count. With no fixed points, symmetry copies each atom into four distinct atoms per cell. Twelve atoms then make $12/4=3$ families, each described by the three coordinates of one member, which gives nine numbers. Exactly one continuous rigid shift of the whole crystal, along the polar axis, is compatible with the symmetry and has no physical effect. Eight numbers remain.

The assumptions are a perfect periodic crystal, a primitive cell Hf$_4$O$_8$ with every site occupied, and atomic positions understood as averages over thermal motion. The cell lengths are held fixed until Section 5.

## 2. The operations

Let $a,b,c$ be the cell lengths along the perpendicular axes $x,y,z$, with $c$ the polar axis. Coordinates $\mathbf r=(x,y,z)$ are fractions of these lengths. Every operation has the form

$$g\,\mathbf r=W\mathbf r+\mathbf w+\mathbf n ,\qquad \mathbf n=(n_x,n_y,n_z)\ \text{integers},$$

where $W$ is the rotation or reflection part, $\mathbf w$ a fixed fractional step and $\mathbf n$ a lattice translation. Up to $\mathbf n$, the four classes are

- identity: $(x,y,z)$
- screw: $(-x,-y,z+\tfrac12)$
- $a$-glide: $(x+\tfrac12,-y,z)$
- $c$-glide: $(-x+\tfrac12,y,z+\tfrac12)$.

These classes close under multiplication. For example, the $a$-glide followed by the screw gives

$$(x,y,z)\to(x+\tfrac12,-y,z)\to(-x-\tfrac12,\,y,\,z+\tfrac12),$$

which is the $c$-glide combined with the lattice translation $(-1,0,0)$.

## 3. No operation except the identity fixes a point

A fixed point satisfies $g\,\mathbf r=\mathbf r$, that is

$$(I-W)\,\mathbf r=\mathbf w+\mathbf n .$$

We take the classes in turn, with arbitrary integers $\mathbf n$.

**Translations.** Here $W=I$ and $\mathbf w=0$, so the condition is $0=\mathbf n$. This leaves only the identity.

**Screw.** The three components read

$$2x=n_x,\qquad 2y=n_y,\qquad 0=\tfrac12+n_z .$$

The first two can be solved; they locate the screw axes. The third cannot, because no integer equals $-\tfrac12$.

**$a$-glide.** The components read

$$0=\tfrac12+n_x,\qquad 2y=n_y,\qquad 0=n_z ,$$

and the first is impossible.

**$c$-glide.** The components read

$$2x=\tfrac12+n_x,\qquad 0=n_y,\qquad 0=\tfrac12+n_z ,$$

and the third is impossible. This completes the proof.

A second route confirms it. If $g$ fixed a point, so would $g^2$. Applying each operation twice gives

$$\begin{aligned}
\text{screw}^2:&\quad (x,\;y,\;z+1+2n_z),\\
(a\text{-glide})^2:&\quad (x+1+2n_x,\;y,\;z+2n_z),\\
(c\text{-glide})^2:&\quad (x,\;y+2n_y,\;z+1+2n_z).
\end{aligned}$$

Each square is a translation with an odd, hence nonzero, component. Such a translation fixes nothing.

The argument also says how far a point must move. Under the screw the displacement is $(-2x+n_x,\,-2y+n_y,\,\tfrac12+n_z)$. The first two components vanish on a screw axis, while the third is at least $\tfrac12$ in size, so the smallest move is $c/2$. In the same way the $a$-glide moves every point by at least $a/2$ and the $c$-glide by at least $c/2$. For $a=0.52$ nm and $c=0.51$ nm these are 0.260 nm and 0.255 nm. A search over a grid of points in the cell finds the same three minima.

## 4. Three orbits of four atoms

The orbit of an atom is the set of all its symmetry images. Suppose two of the four images in one cell, made by operations $g_k$ and $g_l$ from different classes, were the same site up to a lattice translation $T$:

$$g_k\mathbf r=T g_l\mathbf r .$$

Multiplying by $(Tg_l)^{-1}$ gives

$$(Tg_l)^{-1}g_k\,\mathbf r=\mathbf r .$$

The operation on the left has rotation part $W_l^{-1}W_k\neq I$, because the four classes have different $W$. It is not the identity, yet it fixes $\mathbf r$, which Section 3 forbids. Every orbit therefore has four atoms per primitive cell.

Symmetry maps hafnium to hafnium and oxygen to oxygen. The four Hf atoms form $4/4=1$ orbit and the eight O atoms form $8/4=2$ orbits, called O1 and O2.

**A contrasting case.** The space group $Pmc2_1$ also has four classes and the same polar axis, but one of them is a true mirror, $(x,y,z)\to(-x,y,z)$. It fixes every point with $x=0$. An atom there has only two images per cell, $(0,y,z)$ and $(0,-y,z+\tfrac12)$, and only two free coordinates. Four Hf atoms could then be one general orbit with three coordinates, or two mirror orbits with $2+2=4$. In that group the composition alone does not settle the count. In $Pca2_1$ it does, because special positions are absent.

## 5. From nine coordinates to eight

Choose one representative atom per orbit. Its three coordinates fix the other three atoms, so there are $3\times3=9$ symmetry-allowed coordinates. If a representative moves by $\mathbf u$, its image under $g$ moves by $W\mathbf u$; the constant step $\mathbf w+\mathbf n$ drops out of the difference.

Which combinations of the nine leave the crystal physically unchanged? In this part let $\mathbf r_i$ and $\mathbf u_i$ be Cartesian positions and small displacements, and $\mathbf R$ any lattice vector. The squared distance from atom $j$ to a periodic image of atom $i$ is $|\mathbf r_i-\mathbf r_j+\mathbf R|^2$. It is unchanged to first order if

$$2(\mathbf u_i-\mathbf u_j)\cdot(\mathbf r_i-\mathbf r_j+\mathbf R)=0 .$$

This must hold for every $\mathbf R$. Subtracting the condition for another lattice vector $\mathbf R'$ removes $\mathbf r_i-\mathbf r_j$:

$$(\mathbf u_i-\mathbf u_j)\cdot(\mathbf R-\mathbf R')=0 .$$

The differences $\mathbf R-\mathbf R'$ include the three cell edges, which span space. Hence $\mathbf u_i=\mathbf u_j$ for every pair, and all atoms share one displacement $\mathbf t$. Rigid rotation is excluded because the cell edges are held fixed.

The displacement must also respect the symmetry, so $W\mathbf t=\mathbf t$ for all four $W$. The screw part, $W=\mathrm{diag}(-1,-1,1)$, demands $t_x=-t_x$ and $t_y=-t_y$, so both vanish. All four $W$ leave $t_z$ alone. The result is

$$\mathbf t=(0,0,\tau),\qquad 9-1=8 .$$

A convenient set of eight is

$$x_{\rm Hf},\;y_{\rm Hf},\;x_1,\;y_1,\;z_1-z_{\rm Hf},\;x_2,\;y_2,\;z_2-z_{\rm Hf}.$$

Taking $z_{\rm Hf}=0$ is a choice of origin. Taking $z_2=0$ instead would serve equally well.

**Why $x$ and $y$ do not float.** Shift the crystal by $\mathbf t$, now in fractional coordinates. An operation $\mathbf r\to W\mathbf r+\mathbf w$ becomes

$$\mathbf r\to W(\mathbf r-\mathbf t)+\mathbf w+\mathbf t=W\mathbf r+\mathbf w+(I-W)\mathbf t .$$

It keeps its standard form only if $(I-W)\mathbf t$ is an integer vector. For the screw this means that $2t_x$ and $2t_y$ are integers, and the glides add nothing new. Within one cell $t_x$ and $t_y$ can each be $0$ or $\tfrac12$, while $t_z$ is free. The half-cell choices relabel the same crystal but are discrete, so they remove no continuous coordinate. On a grid of twelve steps per axis the rule predicts $2\times2\times12=48$ allowed shifts; trying all shifts on the twelve-atom structure of Section 7 gives 48.

**Consequence for forces.** The energy $E$ does not depend on the common shift, so

$$0=\frac{dE}{d\tau}=\frac{\partial E}{\partial z_{\rm Hf}}+\frac{\partial E}{\partial z_1}+\frac{\partial E}{\partial z_2}.$$

The nine equilibrium conditions contain eight independent ones.

**Cell lengths.** If the cell may relax, $a$, $b$ and $c$ are added, giving $8+3=11$ structural parameters. Shear is not allowed: $xz$ and $yz$ shear change sign under the screw, and $xy$ shear changes sign under the $a$-glide.

**The high-symmetry limit.** In cubic fluorite each atom sits at a site whose symmetry leaves no vector unchanged, so no coordinate is free. Described in the smaller group $Pca2_1$, fluorite still has eight internal coordinates, but they take special values. Moving away from those values describes distortion within $Pca2_1$. The number eight thus counts what polar symmetry permits, not how many displacements are large.

## 6. The same eight as vibrations

Consider vibrations in which all cells move alike. Twelve atoms have 36 displacement components. An operation contributes to the trace of its $36\times36$ matrix only through atoms that it maps to themselves up to a lattice translation. By Section 4 there are none unless the operation is the identity, so the traces are

$$\chi=(36,0,0,0)$$

in the order identity, screw, $a$-glide, $c$-glide.

Vibration patterns are classified by their signs under these operations:

- $A_1$: $(1,1,1,1)$
- $A_2$: $(1,1,-1,-1)$
- $B_1$: $(1,-1,1,-1)$
- $B_2$: $(1,-1,-1,1)$.

The number of patterns of a type with signs $s_g$ is $\tfrac14\sum_g s_g\chi_g=36/4=9$ for each. Rigid translation along $z$ has type $A_1$, along $x$ type $B_1$, and along $y$ type $B_2$. Removing these three leaves

$$8A_1+9A_2+8B_1+8B_2=33\ \text{optical modes}.$$

The $A_1$ patterns satisfy $\mathbf u_{gi}=W\mathbf u_i$, which is the rule for the internal coordinates. The eight $A_1$ optical modes and the eight internal coordinates span the same set of distortions. A model network of springs joining the atoms of Section 7 gives this division when its stiff modes are counted by type.

**Which modes couple.** A term $Q_mQ_n$ in the harmonic energy is multiplied by the product of the two signs under each operation. It survives only if that product is $+1$ for all four, that is, if both modes have the same type. Symmetry therefore allows the eight $A_1$ coordinates to couple to one another, and forbids harmonic coupling between them and the other types.

**Applied fields.** A uniform field along $c$ is unchanged by all four $W$. It preserves the symmetry and drives, to linear order, only $A_1$ displacements. A field along $a$ is preserved by the identity and the $a$-glide alone. Orbits then have two atoms, so there are $12/2=6$ orbits and $18$ coordinates. Rigid shifts along both $x$ and $z$ are now allowed, which leaves $18-2=16$ internal coordinates at fixed cell shape. These are the eight $A_1$ and eight $B_1$ modes together.

## 7. A worked cell and its polarization

Take rough, rounded values for polar hafnia: $a,b,c=0.52,\,0.50,\,0.51$ nm, volume $V=0.1326$ nm$^3$, and representatives

- Hf: $(0.03,\,0.27,\,0.00)$
- O1: $(0.36,\,0.07,\,0.14)$
- O2: $(0.27,\,0.54,\,0.75)$.

Each Hf has seven O neighbours, at 0.204 to 0.224 nm; the next O is at 0.322 nm. Differentiating the interatomic distances with respect to the nine coordinates gives eight independent combinations, as Section 5 requires.

For the polarization, use as reference a fluorite-like arrangement in the same cell, with representatives $(0,\tfrac14,0)$, $(\tfrac14,0,\tfrac14)$ and $(\tfrac14,\tfrac12,\tfrac34)$. It has an inversion centre at each Hf, and we choose it as the state of zero polarization; it is not the only centrosymmetric choice, as shown below. Each atom's displacement is measured from the nearest reference site of its element. Assign constant scalar effective charges $Z_{\rm Hf},Z_1,Z_2$, in units of the elementary charge $e$.

Within an orbit the displacements are $W\mathbf u$, and

$$\sum_W W=\mathrm{diag}(0,0,4).$$

The $x$ and $y$ contributions cancel, while the $z$ contributions add four times. Let Hf shift by the fraction $\zeta$ along $c$, and O$k$ by $\zeta+q_k$. Then

$$P_z=\frac{4ec}{V}\Big[(Z_{\rm Hf}+Z_1+Z_2)\,\zeta+Z_1q_1+Z_2q_2\Big].$$

The cell is neutral, so the first bracket is zero and the floating origin drops out:

$$P_z=\frac{4ec}{V}\,(Z_1q_1+Z_2q_2).$$

Here $q_1=0.14-0.25=-0.110$, a shift of $-56.1$ pm relative to Hf, and $q_2=0.75-0.75=0$. With $Z_{\rm Hf}=5.0$ and $Z_1=Z_2=-2.5$,

$$P_z=\frac{4(0.51\ \text{nm})(-2.5)(-0.110)\,e}{0.1326\ \text{nm}^3}=4.23\,\frac{e}{\text{nm}^2}=67.8\ \mu\text{C/cm}^2 ,$$

since $1\,e/\text{nm}^2=16.02\ \mu$C/cm$^2$. The sign is positive because, relative to this reference, negative ions moved toward negative $z$. Sign and size both depend on the reference. The arrangement with representatives $(0.03,0.27,0)$, $(0.36,0.07,0)$ and $(\tfrac14,0.54,\tfrac34)$ puts O1 in the Hf planes, has an inversion centre at $(0,0,\tfrac14)$, and lies closer to the polar structure (rms displacement 42 pm against 53 pm). Measured from it, $q_1=+0.14$ and the same charges give $-86.3\ \mu$C/cm$^2$. With formal charges $4$ and $-2$ the two references give $54.2$ and $-69.0\ \mu$C/cm$^2$, which differ by twice the polarization quantum $ec/V=61.6\ \mu$C/cm$^2$. The two values belong to switching paths in which O1 does not, or does, cross the Hf plane. We keep the fluorite-like reference from here on. With displacements measured relative to Hf, the O1 orbit supplies the whole result in this rounded structure; another choice of origin divides the same total differently among the orbits. The positions are given only to 0.01, and a change of 0.005 in $z_1$ alone moves $P_z$ by 3.1 $\mu$C/cm$^2$, so the digits of 67.8 describe the model cell rather than the accuracy for real hafnia.

Shifting all atoms by $0.05c$ leaves 67.8 $\mu$C/cm$^2$ unchanged. If the Hf charge were wrongly set to 4 while O kept $-2.5$, the charges would sum to $-1$ per formula unit, and the same shift would produce a false change of

$$\frac{4(-1)(0.05)(0.51)}{0.1326}\,\frac{e}{\text{nm}^2}=-12.3\ \mu\text{C/cm}^2 .$$

If each atom stays paired with the same reference site, a polarization that depends on the origin signals charges that do not balance. The pairing matters: a large rigid shift can bring an atom closer to a different reference site, and switching to that site makes the computed value jump even when the charges balance.

## 8. What a real capacitor changes

The example is set in a 10 nm film at 300 K under 2 MV/cm, roughly the regime of hafnia memory capacitors. The polarization depends directly on the assumed charges: formal charges $4$ and $-2$ lower it to 54.2 $\mu$C/cm$^2$, and first-principles values measured from a fluorite-like reference are roughly 50. Measured remanent values are lower still, roughly 20 in many films. Polycrystalline films break the assumption of a single aligned crystal. If the polar axes are spread evenly over the upper hemisphere, the average component along the film normal is reduced by

$$\int_0^{\pi/2}\cos\theta\,\sin\theta\,d\theta=\tfrac12 ,$$

which takes 67.8 to about 34 $\mu$C/cm$^2$. Nonpolar grains reduce it further in proportion to their volume.

The count of eight is affected differently, through departures from perfect symmetry. The atomic displacements below come from the model springs, and all the sizes are estimates of scale. Every pair of atoms closer than 0.45 nm is joined by a central spring of stiffness $8.0\,(0.21\ \text{nm}/r)^6$ eV/Å$^2$, whatever the elements; long-range Coulomb forces are left out.

- **Thermal and zero-point motion.** The rms displacements are 6.8 pm for Hf, 10.1 pm for O1 and 9.1 pm for O2. These are 12 to 18% of the 56 pm polar shift. At any instant the displaced atoms break the symmetry, but their mean positions obey it. The estimate takes the frequencies and patterns of the optical modes in which all cells move alike and uses them for every wavelength; acoustic motion is left out. Summing the same spring model over all wavelengths, acoustic motion included, raises the values to about 9.7, 11.5 and 10.8 pm, or 17 to 21% of the polar shift. All these are lengths in three dimensions; the components along $c$ alone in the full sum are 5.6, 6.9 and 6.1 pm, or 10 to 12% of the polar shift. In this model the omission matters most for the heavy Hf atoms. The values also depend on the springs: with a cutoff of 0.30 nm instead of 0.45 nm, the same full sum gives about 12.3, 15.0 and 12.9 pm, or 22 to 27% of the polar shift.
- **Transverse field.** In a grain whose $a$ axis lies along the field, the largest static displacement is 0.50 pm, about 1% of the polar shift. Here the rigid shift is fixed by setting the average displacement of the twelve atoms to zero; measured relative to the mean Hf displacement, as the polar shift is, the largest value is 0.88 pm, or 1.6%. Sixteen coordinates are then allowed, but the eight new ones stay small. With the field along $c$ the largest displacement is 0.57 pm and the count remains eight, provided the field does not reverse the polarization of the grain. These sizes depend on the spring model: cutting the springs off at 0.30 nm instead of 0.45 nm raises them to 0.92 pm along $a$ and 1.41 pm along $c$, still small beside the polar shift. The model is stiffer than hafnia: its ionic contribution to the relative permittivity is 9 to 10 (12 to 14 with the shorter cutoff), against roughly 20 for the real material. Scaling to that value gives displacements of 1 to 2 pm.
- **Film faces.** With $c$ across the film there are $10/0.51=19.6$ cells, so the two face layers hold $2/19.6=10.2\%$ of them. Translation symmetry along $c$ fails there.
- **Oxygen vacancies.** For an assumed 1% of O sites vacant at random, a fraction $1-0.99^8=7.7\%$ of cells lacks at least one O atom. The twelve-atom count does not describe those cells individually.

The eight coordinates therefore describe the average interior structure of a polar grain with no field, or with the field along $c$, provided strain and defects do not lower its average symmetry. A field in a general direction leaves only the identity, and $36-3=33$ internal coordinates are then allowed at fixed cell shape. Nor do the eight coordinates describe every cell of a device. The numerical output lists the main values used here.

## Table of computed values

```
cell a, b, c (nm): 0.52 0.50 0.51
cell volume (nm^3): 0.1326
Hf fractional x, y, z: 0.03 0.27 0.00
O1 fractional x, y, z: 0.36 0.07 0.14
O2 fractional x, y, z: 0.27 0.54 0.75
smallest move by screw (nm): 0.255
smallest move by a-glide (nm): 0.260
smallest move by c-glide (nm): 0.255
Pca2_1 orbit sizes on grid (atoms): [4]
Pmc2_1 orbit sizes on grid (atoms): [2, 4]
smallest move in Pmc2_1 (nm): 0.000
orbits in Hf4O8 cell (count): 3
O neighbours of Hf (count): 7
Hf-O bond range (nm): 0.204 to 0.224
next Hf-O distance (nm): 0.322
symmetry-allowed coordinates (count): 9
coordinates changing distances (count): 8
allowed origin shifts on 12^3 grid (count): 48
displacement characters: [36, 0, 0, 0]
all modes by type (count): {'A1': 9, 'A2': 9, 'B1': 9, 'B2': 9}
optical modes by type (count): {'A1': 8, 'A2': 9, 'B1': 8, 'B2': 8}
coordinates with field along a (count): 16
effective charges Hf, O (e): 5.0, -2.5
relative O1, O2 shifts q (fraction of c): -0.110 0.000
relative O1 shift (pm): -56.1
polarization P_z (uC/cm2): 67.8
origin shift tried (fraction of c): 0.05
P_z after origin shift (uC/cm2): 67.8
false P_z change, Hf charge 4 e, O -2.5 e (uC/cm2): -12.3
P_z with formal charges 4, -2 e (uC/cm2): 54.2
spring K0 (eV/angstrom^2): 8.0
spring R0, cutoff (nm): 0.21, 0.45
optical mode range (meV): 15.2 to 80.7
field (MV/cm): 2.0
largest shift, field along c (pm): 0.57
largest shift, field along a (pm): 0.50
temperature (K): 300
masses Hf, O (u): 178.5, 16.0
rms motion Hf, O1, O2 (pm): 6.8 10.1 9.1
film thickness (nm): 10.0
cells across film (count): 19.6
cells at the two faces (%): 10.2
assumed O vacancy fraction (%): 1.0
cells with a vacancy (%): 7.7
```
